\section*{Inferring the Boron Acceptor Radius in Diamond from the Metallic Threshold}

\section*{Problem}

Diamond is an insulator with a wide gap. Boron atoms on carbon sites act as acceptors: at low density and low temperature, each binds one hole. At high enough boron density the holes are no longer bound to individual atoms and the crystal conducts as a metal. Take the transition to occur at
\begin{equation}
n_c=4\times10^{20}\ \mathrm{cm^{-3}} .
\end{equation}
Mott's criterion connects this density to the effective Bohr radius $a$ of an isolated acceptor:
\begin{equation}
n_c^{1/3}a=C,\qquad C=0.26 .
\label{eq:mott}
\end{equation}
The radius is defined by the hydrogen-like envelope $\psi(r)\propto e^{-r/a}$. The constant $C$ is empirical. The criterion refers to the transition in the limit of zero temperature, and we first assume that every boron atom supplies one hole.

\begin{enumerate}
\item Find $a$ in angstroms.
\item Show, for one isotropic parabolic band, why the product $n^{1/3}a$ governs the loss of binding. What does $C=0.26$ say about the screening length?
\item What value of $C$ does this screening model itself give?
\item Which hole mass and binding energy go with the inferred radius, if the relative permittivity is $\varepsilon=5.7$? Compare with a rough acceptor energy of $0.37$ eV.
\item How firmly is the radius known?
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item One cubic centimetre contains $10^{24}$ cubic angstroms. Convert the density before taking the cube root.
\item Mobile holes gather near the negative acceptor ion and weaken its attraction. Find the response of the hole density to a small potential energy, and put it into Poisson's equation.
\item Try $\psi\propto e^{-\kappa r}$ in the screened potential. Ask for which screening strengths some $\kappa$ makes the energy negative. This gives a guaranteed range of binding, which a numerical solution can extend.
\item In the hydrogen problem, replace the electron mass $m_e$ by $m\,m_e$ and $e^2$ by $e^2/\varepsilon$.
\item Take the logarithm of the criterion before varying it.
\end{enumerate}

\section*{Solution}

\subsection*{1. The radius}

The density in atomic-scale units is
\begin{equation}
n_c=4\times10^{20}\times10^{-24}\ \text{\AA}^{-3}
=4\times10^{-4}\ \text{\AA}^{-3}.
\end{equation}
Its cube root is $0.07368\ \text{\AA}^{-1}$, so the mean spacing is $d=n_c^{-1/3}=13.57$ \AA. Solving Eq.~\eqref{eq:mott} for $a$ gives
\begin{equation}
a=\frac{C}{n_c^{1/3}}=\frac{0.26}{0.07368\ \text{\AA}^{-1}}
=3.53\ \text{\AA}=0.353\ \mathrm{nm}.
\end{equation}
The data justify quoting about $3.5$ \AA; the further digit is kept for the arithmetic below.

This length is neither half the spacing nor the average distance of the hole from the boron atom. The spacing is $d/a=1/C=3.85$ radii. For the average distance, the normalized density is $|\psi|^2=e^{-2r/a}/(\pi a^3)$, and
\begin{equation}
\langle r\rangle=\frac{4}{a^3}\int_0^\infty r^3e^{-2r/a}\,dr
=\frac{4}{a^3}\,\frac{3!\,a^4}{2^4}=\frac32a=5.29\ \text{\AA}.
\end{equation}

\subsection*{2. Why the product \texorpdfstring{$n^{1/3}a$}{n to the one third times a} appears}

Approach the transition from the metallic side, where mobile holes screen each acceptor. Measure hole energy downward from the valence-band edge, so that a hole has positive kinetic energy. A Fermi sphere of radius $k_F$, with two spin states per wave vector, holds
\begin{equation}
n=\frac{2}{(2\pi)^3}\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2},
\qquad E_F=\frac{\hbar^2k_F^2}{2m\,m_e}.
\end{equation}
Here $m$ is the hole mass in units of $m_e$. Differentiating both relations with respect to $k_F$ and dividing gives
\begin{equation}
\frac{dn}{dE_F}=\frac{k_F^2/\pi^2}{\hbar^2k_F/(m\,m_e)}
=\frac{m\,m_ek_F}{\pi^2\hbar^2}.
\label{eq:dos}
\end{equation}

Let $\phi(r)$ be the electrostatic potential around one acceptor ion of charge $-e$. A hole has potential energy $U=e\phi$. If $U$ varies slowly and $|U|\ll E_F$, the local kinetic Fermi energy is $E_F-U$, and the density changes by $\delta n=-(dn/dE_F)e\phi$. Since $\phi$ is negative near the ion, $\delta n$ is positive: holes accumulate there. The average hole charge is cancelled by the average charge of the other acceptors. Poisson's equation is then
\begin{align}
\nabla^2\phi
&=-\frac{e\,\delta n-e\,\delta^3(\mathbf r)}{\varepsilon_0\varepsilon}
=q^2\phi+\frac{e}{\varepsilon_0\varepsilon}\delta^3(\mathbf r),\\
q^2&=\frac{e^2}{\varepsilon_0\varepsilon}\frac{dn}{dE_F}.
\label{eq:q}
\end{align}
Because $\nabla^2(e^{-qr}/r)=q^2e^{-qr}/r-4\pi\delta^3(\mathbf r)$, the decaying solution is
\begin{equation}
U(r)=e\phi(r)=-\frac{e^2}{4\pi\varepsilon_0\varepsilon}\frac{e^{-qr}}{r}.
\end{equation}
The attraction now has a finite range $1/q$. The linear response fails wherever $|U|$ exceeds $E_F$, a region whose size is estimated at the end of this section. This is therefore a model of the transition and not a complete theory.

The isolated acceptor has the effective Bohr radius
\begin{equation}
a=\frac{4\pi\varepsilon_0\varepsilon\hbar^2}{m\,m_ee^2}
=\frac{\varepsilon a_0}{m},
\label{eq:a}
\end{equation}
where $a_0=0.5292$ \AA\ is the Bohr radius of hydrogen with a fixed nucleus. Hence $e^2m\,m_e/(\varepsilon_0\varepsilon\hbar^2)=4\pi/a$. With Eqs.~\eqref{eq:dos} and \eqref{eq:q},
\begin{equation}
q^2=\frac{4\pi}{a}\frac{k_F}{\pi^2}=\frac{4k_F}{\pi a}.
\end{equation}
Multiply by $a^2$ and insert $k_F=(3\pi^2n)^{1/3}$:
\begin{equation}
(qa)^2=\frac4\pi(3\pi^2)^{1/3}\,n^{1/3}a=3.939\,n^{1/3}a.
\label{eq:qa}
\end{equation}

It remains to show that binding depends on $qa$ alone. For an $s$ state write $\psi=u(r)/r$. At zero energy, the threshold between bound and free, the radial equation is
\begin{equation}
\frac{d^2u}{dr^2}=-\frac2a\frac{e^{-qr}}r\,u .
\end{equation}
In the variable $x=qr$, the left side acquires $q^2$ and the right side one factor $q$. Dividing by $q^2$ leaves
\begin{equation}
\frac{d^2u}{dx^2}=-\frac{2}{qa}\frac{e^{-x}}x\,u .
\label{eq:radial}
\end{equation}
Permittivity, mass and density enter through the single number $qa$, and therefore through $n^{1/3}a$. In this model a larger acceptor loses its bound state at a lower density, with $n\propto a^{-3}$.

For $n_c^{1/3}a=0.26$, Eq.~\eqref{eq:qa} gives $qa=\sqrt{3.939\times0.26}=1.012$. The screening length is $1/q=3.53/1.012=3.49$ \AA. In this one-band model, Mott's constant thus places the transition where the screening length is about one acceptor radius.

These numbers also show the limits of the model. With the one-band values $k_F=0.228\ \text{\AA}^{-1}$ and $E_F=0.232$ eV, $|U|$ exceeds $E_F$ out to about $3.7$ \AA, a little more than one acceptor radius. The potential also varies over $1/q=3.5$ \AA, which is shorter than $1/k_F=4.4$ \AA, so it is not slowly varying on the scale of the hole waves. The model gives the scaling and a rough size, not an accurate threshold.

\subsection*{3. The constant given by the model}

A trial state gives a first answer by hand. Take $\psi=(\kappa^3/\pi)^{1/2}e^{-\kappa r}$. Its kinetic energy is $\hbar^2\kappa^2/(2m\,m_e)$, as for a hydrogen ground state of radius $1/\kappa$. The average of the screened inverse distance is
\begin{equation}
\left\langle\frac{e^{-qr}}r\right\rangle
=4\kappa^3\int_0^\infty r\,e^{-(2\kappa+q)r}\,dr
=\frac{4\kappa^3}{(2\kappa+q)^2}.
\end{equation}
By Eq.~\eqref{eq:a}, $e^2/(4\pi\varepsilon_0\varepsilon)=\hbar^2/(m\,m_ea)$. The trial energy is therefore
\begin{equation}
E(\kappa)=\frac{\hbar^2}{m\,m_e}
\left[\frac{\kappa^2}{2}-\frac{4\kappa^3}{a(2\kappa+q)^2}\right].
\end{equation}
It is negative when $(2\kappa+q)^2<8\kappa/a$, or
\begin{equation}
q<\sqrt{8\kappa/a}-2\kappa .
\end{equation}
The right side is largest where its derivative, $\sqrt{2/(a\kappa)}-2$, vanishes. This happens at $\kappa=1/(2a)$, where the right side equals $2/a-1/a=1/a$. A trial energy cannot lie below the true ground-state energy, so a bound state certainly exists for $qa<1$. The argument does not say that binding ends there. By Eq.~\eqref{eq:qa}, $qa=1$ corresponds to $n^{1/3}a=0.254$. Its closeness to $0.26$ comes from the limits of the trial state, since the exact threshold of the same model lies higher.

The numerical solution of Eq.~\eqref{eq:radial} shows that it ends at $qa=1.191$. Equation~\eqref{eq:qa} then gives the model's own constant:
\begin{equation}
C_1=\frac{(1.191)^2}{3.939}=0.360 .
\end{equation}
The scaling was tested by integrating the radial equation with a different pair of parameters, $\varepsilon=10$ and $m=0.3$. The constant agreed with this formula to within $0.2\%$.

The model constant is larger than $0.26$. Used in place of the empirical value, it would give a radius of $0.360\times13.57=4.88$ \AA. If instead the radius is held at $3.53$ \AA, the one-band threshold moves to
\begin{equation}
n=\left(\frac{0.360}{3.53\times10^{-8}\ \mathrm{cm}}\right)^3
\approx1.1\times10^{21}\ \mathrm{cm^{-3}},
\end{equation}
above the assumed $4\times10^{20}\ \mathrm{cm^{-3}}$. The constant also depends on the form of the screening: replacing the slowly varying approximation by the full static linear response of the free hole gas raises it from $0.360$ to $0.398$. In that form the Fourier component of the potential at wave number $p$ is proportional to $1/[p^2+q^2F(p/2k_F)]$, with the Lindhard function $F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|$. The slowly varying approximation sets $F=1$. The model explains the combination $n^{1/3}a$ and the rough size of the constant, but it does not derive $0.26$.

\subsection*{4. Mass and binding energy}

Equation~\eqref{eq:a} gives the mass that a hydrogen-like acceptor of this radius would need:
\begin{equation}
m=\frac{\varepsilon a_0}{a}=\frac{5.7\times0.5292}{3.53}\approx0.85 .
\end{equation}
This is a parameter of the one-band model, not a measurement of a mass in diamond. The hole masses of diamond vary strongly with band and direction. A rough average of their inverses, the average relevant to the kinetic energy of a bound hole, corresponds to a mass nearer $0.4$; the density-of-states mass that governs screening is a different and heavier average. Put into the same formula, that mass would double the radius to about $7.5$ \AA\ and roughly halve the binding energy found below.

In the unscreened hydrogen problem the average potential energy is $-e^2/(4\pi\varepsilon_0\varepsilon a)$, and the average kinetic energy is half its magnitude. The binding energy is the remaining half. With $e^2/(4\pi\varepsilon_0)=14.40$ eV\,\AA,
\begin{equation}
E_b=\frac{e^2}{8\pi\varepsilon_0\varepsilon a}
=\frac{14.40}{2\times5.7\times3.53}\ \mathrm{eV}
\approx0.36\ \mathrm{eV}.
\end{equation}
Conversely, since $a\propto1/E_b$ at fixed permittivity, an energy of $0.37$ eV gives $a=3.41$ \AA. This is about $3\%$ below the radius from the transition. The two estimates agree within the hydrogen-like formula. The closeness is not evidence of $3\%$ accuracy, nor does it show that the band masses alone account for the acceptor energy, because both estimates rest on approximations with larger uncertainties.

One of these is the smooth hydrogen-like envelope. Using a rough lattice constant of $3.57$ \AA, the bond length is $b=\sqrt3\times3.57/4=1.55$ \AA, or about $0.44a$, so the envelope changes appreciably from one atom to the next. The probability of finding the hole within one bond length of the boron nucleus is, with $z=2b/a$,
\begin{equation}
P=\frac12\int_0^z t^2e^{-t}\,dt
=1-e^{-z}\left(1+z+\frac{z^2}{2}\right)=5.9\%.
\end{equation}
In this small region the potential depends on boron chemistry and a single bulk permittivity is doubtful. The effect on the energy need not be as small as $5.9\%$, because the attraction is strongest there. The radius is therefore best read as an effective length.

\subsection*{5. How firmly the radius is known}

From $\ln a=\ln C-\frac13\ln n_c$, small changes obey
\begin{equation}
\frac{da}{a}=\frac{dC}{C}-\frac13\frac{dn_c}{n_c}.
\end{equation}
A relative error in $C$ enters in full, while one in density is divided by three. Holding $n_c$ fixed and letting $C$ run from $0.21$ to $0.31$, as a rough allowance for an empirical constant, gives radii from $2.85$ to $4.21$ \AA. A result of about $3.5$ \AA, uncertain by some $0.7$ \AA, is a fair reading under that allowance.

Random placement matters too. The probability of no neighbour within $r$ is $e^{-4\pi nr^3/3}$ for independent random positions. Integrating this probability over $r$ gives the mean nearest-neighbour distance:
\begin{equation}
\langle r_{\rm nn}\rangle=\int_0^\infty e^{-4\pi n r^3/3}\,dr
=\left(\frac{3}{4\pi n}\right)^{1/3}\Gamma\!\left(\frac43\right)
=7.52\ \text{\AA}.
\end{equation}
The integral follows from the substitution $t=4\pi nr^3/3$. This distance is much shorter than $d=13.57$ \AA, so many acceptors have a neighbour well inside the mean spacing. The screening model, which treats one ion in a uniform hole gas, leaves this disorder out.

In the one-band model, temperature has a small effect on the screening itself. The one-band Fermi energy is $0.232$ eV, against a thermal energy of $0.0259$ eV at 300 K. At fixed hole density, Fermi--Dirac integrals show that $dn/dE_F$, generalized to the derivative with respect to chemical potential, falls by $1.1\%$ at 300 K and $5.0\%$ at 600 K. Since $q$ varies as its square root, $q$ falls by about half these percentages. With three equal bands of the same mass the Fermi energy is only $0.111$ eV, and $dn/dE_F$ falls by about $5\%$ at 300 K and $20\%$ at 600 K. Even where the screening changes little, a room-temperature conductivity curve is not a sharp test of the transition: thermally activated holes can also conduct on the insulating side.

An electric field of 1 MV/cm drops $0.0353$ eV across one radius, $9.9\%$ of the binding energy. In the hydrogen-like model the level shifts only in second order, by about $1\%$ of the binding energy. The field is, however, close to the value of about $1.3$ MV/cm at which the barrier falls to the level of the bound state, so an isolated acceptor would ionize quickly. The radius should be understood as a low-field quantity.

For real boron-doped diamond, a threshold of a few times $10^{20}\ \mathrm{cm^{-3}}$, a permittivity near $5.7$ and an acceptor energy near $0.37$ eV are typical rough values. The assumed density is $0.227\%$ of the atomic sites, since the cubic cell contains eight atoms. Real layers can break the assumption of one hole per boron atom, through compensating donors or electrically inactive boron. The second variation sizes this effect. The numerical output listed after the text covers the slowly varying screening model and the one-band thermal changes; it does not include the full-response constants or the three-band thermal changes.

\section*{Variation 1: several valence bands}

\textit{Suppose that the holes fill $\nu$ equal isotropic bands, with $m$ and $a$ unchanged. How does the model constant change?}

Each band holds $n/\nu$, so $k_F=(3\pi^2n/\nu)^{1/3}$, while the total density of states is $\nu$ times that of one band. Thus
\begin{equation}
q^2=\frac{4\nu k_F}{\pi a},\qquad
(qa)^2=3.939\,\nu^{2/3}n^{1/3}a .
\end{equation}
If binding still ends at $qa=1.191$, the constant is
\begin{equation}
C_\nu=\frac{C_1}{\nu^{2/3}},\qquad
C_2=0.227,\qquad C_3=0.173 .
\end{equation}
At fixed $n_c$ the corresponding radii are $3.08$ and $2.35$ \AA. More bands screen more strongly at the same density, so binding is lost sooner. With $a$ held at $3.53$ \AA, the three-band threshold is $1.2\times10^{20}\ \mathrm{cm^{-3}}$.

In this slowly varying approximation, the empirical $0.26$ lies between the one-band and two-band results. That placement depends on the form of the screening. The full static linear response, without transitions between bands, gives $0.398$, $0.308$ and $0.284$ for one, two and three bands, all above $0.26$. The constant still falls as bands are added, but much more slowly than $\nu^{-2/3}$. Diamond has three valence bands close together at the band edge, but they are warped and have unequal masses, and they mix in the acceptor state. Equal bands with a hydrogen-like bound state therefore measure the sensitivity of the model; they do not replace a calculation for diamond.

\section*{Variation 2: compensation and a shifted threshold}

\textit{The boron density at the transition is still $4\times10^{20}\ \mathrm{cm^{-3}}$, but donors remove $10\%$ of the holes. What radius follows? What if there is no compensation, but the threshold is $3\times10^{20}$ or $5\times10^{20}\ \mathrm{cm^{-3}}$?}

Apply the criterion to the remaining hole density, $0.9n_c$, with $C$ fixed:
\begin{equation}
a=\frac{C}{(0.9n_c)^{1/3}}
=\frac{3.53\ \text{\AA}}{0.9^{1/3}}\approx3.65\ \text{\AA}.
\end{equation}
The radius rises by about $4\%$. This counts the missing holes but not the added disorder of the charged donors, which may also shift the transition.

For the two other thresholds the same formula gives
\begin{align}
n_c=3\times10^{20}\ \mathrm{cm^{-3}}:&\quad a=3.88\ \text{\AA},\\
n_c=5\times10^{20}\ \mathrm{cm^{-3}}:&\quad a=3.28\ \text{\AA}.
\end{align}
A change of $25\%$ in density moves the radius by $10\%$ upward or $7\%$ downward. The linear estimate is $25\%/3\approx8\%$ either way; the difference comes from the curvature of $n^{-1/3}$ over a finite change. Both shifts are smaller than the one produced by the assumed spread in $C$.

\section*{Computed results}
\begin{verbatim}
INPUTS
critical boron density = 4.00e+20 cm^-3
Mott constant (empirical) = 0.26 (no unit)
relative permittivity, rough = 5.7 (no unit)
acceptor energy, rough = 0.37 eV
lattice constant, rough = 3.57 angstrom
MAIN RESULT
density = 4.00e-04 angstrom^-3
cube root of density = 0.07368 angstrom^-1
mean spacing = 13.57 angstrom
acceptor radius = 3.529 angstrom
acceptor radius = 0.3529 nm
spacing / radius = 3.846 (no unit)
HYDROGENIC READING
Bohr radius of hydrogen = 0.5292 angstrom
implied mass = 0.855 free-electron masses
implied binding energy = 0.358 eV
diagonalized binding energy = 0.358 eV
mean hole distance = 5.29 angstrom
radius from rough energy = 3.41 angstrom
SCREENING MODEL
screening length at threshold = 3.49 angstrom
q*a at threshold = 1.012 (no unit)
q*a where binding ends = 1.191 (no unit)
1 band(s): model constant = 0.360 (no unit)
1 band(s): inferred radius = 4.88 angstrom
2 band(s): model constant = 0.227 (no unit)
2 band(s): inferred radius = 3.08 angstrom
3 band(s): model constant = 0.173 (no unit)
3 band(s): inferred radius = 2.35 angstrom
1 band(s): model threshold = 1.06e+21 cm^-3
3 band(s): model threshold = 1.18e+20 cm^-3
SENSITIVITY AND NEGLECTED EFFECTS
radius if constant is 0.21 = 2.85 angstrom
radius if constant is 0.31 = 4.21 angstrom
radius if threshold is 3e+20 cm^-3 = 3.88 angstrom
radius if threshold is 5e+20 cm^-3 = 3.28 angstrom
radius with 10% compensation = 3.65 angstrom
boron fraction of sites = 0.227 %
mean nearest neighbour = 7.52 angstrom
bond length = 1.55 angstrom
hole probability within a bond = 5.9 %
Fermi energy, one band = 0.232 eV
Fermi energy, three bands = 0.111 eV
thermal energy at 300 K = 0.0259 eV
fall of dn/dmu at 300 K = 1.1 %
fall of dn/dmu at 600 K = 5.0 %
trial electric field = 1.0 MV/cm
potential drop over radius = 0.0353 eV
drop / binding energy = 9.9 %
\end{verbatim}
